\section*{Half-depth and divergent mean depth of a classical inversion layer}

\section{A layer held by a fixed field}

Take electrons in a semiconductor that fills $x>0$, with an impenetrable surface at $x=0$. Suppose first that they are so few that their own charge hardly matters, and that fixed charge deep in the semiconductor provides a uniform field of magnitude $F_d$, which pulls them to the surface. The potential energy of an electron is then $qF_dx$, with $q>0$ the elementary charge. At temperature $T$, Boltzmann statistics give
\begin{equation}
n(x)=n(0)\,e^{-x/\ell},\qquad \ell=\frac{V_t}{F_d},\qquad V_t=\frac{kT}{q}.
\end{equation}
The fraction of electrons deeper than $x$ is $e^{-x/\ell}$. Half of them therefore lie within $\ell\ln2$, and the mean depth is $\int_0^\infty e^{-x/\ell}dx=\ell$. The two measures of depth differ by a fixed factor, and either describes the layer.

This rests on a field that is equally strong at every depth. An electron far out in the tail is pulled back as hard as one at the surface. If the fixed charge is removed, the electrons are held only by the field of an equal positive charge outside the surface. They screen this field, so it weakens as one passes them on the way inward. The tail is then held less and less firmly, and the two measures of depth need not stay together.

\section{Electrons that screen the field holding them}

Let the sheet density $N=\int_0^\infty n\,dx$ be finite, the permittivity $\varepsilon$ uniform, and let there be no depletion charge and no holes. The positive charge that balances the electrons lies on a gate outside the surface, and no field remains at infinity. The electrons are in equilibrium, classical, and treated in the mean field of their average charge.

Write the potential energy of an electron as $q\phi(x)$, with $\phi(0)=0$, and define $F=d\phi/dx$. The force on an electron is $-qF$, so positive $F$ pulls it towards the surface. Since the force is also $-q$ times the electric field, $F$ is the component of the electric field along $+x$. The charge density is $-qn$, and Gauss's law and Boltzmann statistics read
\begin{equation}
\frac{dF}{dx}=-\frac{q}{\varepsilon}\,n,\qquad n=n(0)e^{-\phi/V_t}
\;\Rightarrow\;\frac{dn}{dx}=-\frac{nF}{V_t}.
\label{eq:pb}
\end{equation}
Integrating the first equation from the surface to infinity, where $F=0$, gives the surface field
\begin{equation}
F_0\equiv F(0)=\frac{qN}{\varepsilon}.
\end{equation}

To find a first integral, compare the gradients of the electron pressure $nkT$ and of $\varepsilon F^2/2$:
\begin{align}
\frac{d}{dx}(nkT)&=-kT\,\frac{nF}{V_t}=-qnF,\\
\frac{d}{dx}\left(\frac{\varepsilon F^2}{2}\right)&=\varepsilon F\frac{dF}{dx}=-qnF.
\end{align}
They are equal, so
\begin{equation}
nkT-\frac{\varepsilon F^2}{2}=C .
\label{eq:first}
\end{equation}
The constant is fixed at infinity. There $F\to0$ by assumption. Because $F$ falls steadily to zero, it is positive at every finite depth, so $n$ decreases with $x$; a positive decreasing function with a finite integral tends to zero. Hence $C=0$ and
\begin{equation}
n=\frac{\varepsilon F^2}{2kT}.
\label{eq:balance}
\end{equation}

Insert this in Gauss's law:
\begin{equation}
\frac{dF}{dx}=-\frac{F^2}{2V_t}
\;\Rightarrow\;\frac{d}{dx}\frac1F=\frac{1}{2V_t}
\;\Rightarrow\;\frac1F=\frac1{F_0}+\frac{x}{2V_t}.
\end{equation}
With the length
\begin{equation}
a=\frac{2V_t}{F_0}=\frac{2\varepsilon kT}{q^2N},
\label{eq:a}
\end{equation}
the field is $F=F_0/(1+x/a)$. Equation \eqref{eq:balance} gives the surface density $n(0)=\varepsilon F_0^2/(2kT)=q^2N^2/(2\varepsilon kT)=N/a$, so that
\begin{equation}
n(x)=\frac{N}{a}\,\frac{1}{(1+x/a)^2},\qquad
\phi(x)=\int_0^xF\,dx'=2V_t\ln\left(1+\frac xa\right).
\label{eq:n}
\end{equation}
As a check, $e^{-\phi/V_t}=(1+x/a)^{-2}$, as Boltzmann statistics require. The exponential tail of the first case has become an inverse-square tail, and the potential rises without limit, though slowly.

\section{A finite half-depth and an infinite mean}

By Gauss's law, the number of electrons per area beyond $x$ is $\varepsilon F(x)/q$. The fraction within $x$ is therefore
\begin{equation}
p(x)=1-\frac{F(x)}{F_0}=\frac{x}{x+a}.
\label{eq:frac}
\end{equation}
Setting $p=1/2$ gives $x=a$. Half the electrons lie within $a$, and by \eqref{eq:a} this depth is inversely proportional to $N$ when $T$ and $\varepsilon$ are held fixed. Doubling the sheet density doubles the field that holds the layer and halves its half-depth. Solving \eqref{eq:frac} for $x$ gives $x=ap/(1-p)$: 90\% of the electrons lie within $9a$ and 99\% within $99a$.

For the mean depth, collect the contribution of the electrons down to a cutoff $X$, divided by the full $N$. With $s=x/a$ and $S=X/a$,
\begin{align}
M(X)&=\frac1N\int_0^Xx\,n\,dx=a\int_0^S\frac{s\,ds}{(1+s)^2}\nonumber\\
&=a\int_0^S\left[\frac1{1+s}-\frac1{(1+s)^2}\right]ds
=a\left[\ln\left(1+\frac Xa\right)-\frac{X}{X+a}\right].
\label{eq:M}
\end{align}
For $X\gg a$ this is $a[\ln(X/a)-1]$ to leading order. It has no limit as $X\to\infty$: the mean depth diverges logarithmically. The tail $n\propto x^{-2}$ can be integrated to infinity, but $xn\propto x^{-1}$ cannot.

The divergence can also be seen without an integral. Beyond the plane $x$ there remain $N'=Na/(x+a)$ electrons per area. They have no field behind them and obey the same equations as the whole layer, so their half-depth, measured from that plane, is $aN/N'=x+a$. Each time half of the remaining electrons have been passed, the next half takes twice the distance. The planes of successive halving are $x_j=(2^j-1)a$, with $j=0,1,2,\dots$, and the shell between $x_j$ and $x_{j+1}$ holds $N/2^{j+1}$ electrons per area. All of these lie at least $x_j$ deep, so the shell adds to the mean at least
\begin{equation}
\frac{(2^j-1)a}{2^{j+1}}\;\longrightarrow\;\frac a2\qquad(j\to\infty).
\end{equation}
There are infinitely many shells, each adding an amount that does not shrink to zero, and the sum diverges.

The result needs an unlimited depth and a vanishing far field. The next two sections give up these conditions one at a time.

\section{A film of finite thickness}

Let the semiconductor end at $x=L$, with zero field at its back. Then $F_0=qN/\varepsilon$ still holds. The mean depth follows from the potential alone. Replacing $n$ by $-(\varepsilon/q)\,dF/dx$ and integrating by parts,
\begin{equation}
\bar x=\frac1N\int_0^Lxn\,dx
=\frac{\varepsilon}{qN}\left\{-\big[xF\big]_0^L+\int_0^LF\,dx\right\}
=\frac{\phi(L)}{F_0},
\label{eq:drop}
\end{equation}
because $xF$ vanishes at both ends. The mean depth is the potential rise across the film divided by the surface field. The step uses Gauss's law but not the statistics of the electrons.

The constant in \eqref{eq:first} is now $C=n_LkT$, where $n_L=n(L)$. Gauss's law becomes
\begin{equation}
\frac{dF}{dx}=-\frac{qn_L}{\varepsilon}-\frac{F^2}{2V_t}.
\end{equation}
Try $F=2V_t\kappa\tan\theta$ with $\theta=\kappa(L-x)$, which vanishes at the back. Its derivative is
\begin{equation}
-2V_t\kappa^2\sec^2\theta=-2V_t\kappa^2-2V_t\kappa^2\tan^2\theta
=-2V_t\kappa^2-\frac{F^2}{2V_t},
\end{equation}
so it is the solution if $\kappa^2=qn_L/(2\varepsilon V_t)$. Let $u=\kappa L$. The surface condition $F_0=2V_t/a$ gives
\begin{equation}
u\tan u=\frac La,\qquad 0<u<\frac\pi2 .
\label{eq:u}
\end{equation}
The range follows from the field being finite throughout the film. Over it the left side rises from zero to infinity, so there is one root.

The potential rise is $\phi(L)=2V_t\int_0^u\tan\theta\,d\theta=2V_t\ln\sec u$, and \eqref{eq:drop} gives
\begin{equation}
\bar x=a\ln\sec u .
\label{eq:filmmean}
\end{equation}
Half the electrons have been passed where $F=F_0/2$, that is, where $\tan[u(1-x/L)]=\tfrac12\tan u$. Hence the half-depth is
\begin{equation}
x_{1/2}=L\left[1-\frac{\arctan(\frac12\tan u)}{u}\right].
\label{eq:filmmed}
\end{equation}
For the densities, \eqref{eq:first} at the surface reads $n(0)=n_L+N/a$, since $\varepsilon F_0^2/(2kT)=N/a$. Boltzmann statistics give $n(0)=n_Le^{\phi(L)/V_t}=n_L\sec^2u$. Together,
\begin{equation}
n_L=\frac Na\cot^2u,\qquad n(0)=\frac{N}{a\sin^2u}.
\end{equation}

Two limits test these formulas. In a thin film, $L\ll a$, \eqref{eq:u} gives $u^2\approx L/a$. Then $\bar x\approx au^2/2=L/2$ and $x_{1/2}\approx L/2$: the electrons fill the film evenly. In a thick film, $L\gg a$, put $u=\pi/2-\delta$. Then $\tan u\approx1/\delta$, and \eqref{eq:u} gives $\delta\approx\pi a/(2L)$, so
\begin{equation}
\bar x\approx a\ln\frac{2L}{\pi a}.
\label{eq:thick}
\end{equation}
For the half-depth, $\arctan(\frac12\tan u)\approx\pi/2-2\delta$, and the bracket in \eqref{eq:filmmed} tends to $2\delta/\pi=a/L$. Thus $x_{1/2}\to a$ while the mean grows with $\ln L$.

\section{Depletion charge restored}

Return to the half-space and add fixed charge of sheet density $N_d$ lying deeper than essentially all the electrons. Throughout the layer it contributes the uniform field $F_d=qN_d/\varepsilon$ of the first section. The surface field is now $q(N+N_d)/\varepsilon$, and $F\to F_d$ beyond the electrons. With $n\to0$ there, \eqref{eq:first} and Gauss's law give
\begin{equation}
nkT=\frac\varepsilon2(F^2-F_d^2),\qquad
\frac{dF}{dx}=-\frac{F^2-F_d^2}{2V_t}.
\end{equation}
The solution is $F=F_d\coth y$ with $y=y_0+F_dx/(2V_t)$, because $d\coth y/dy=1-\coth^2y$. With $r=N/N_d$, the surface condition is $\coth y_0=1+r$.

The number of electrons per area beyond $x$ is $\varepsilon(F-F_d)/q$. The mean depth is the integral over $x$ of the fraction beyond $x$:
\begin{align}
\bar x&=\frac{\varepsilon}{qN}\int_0^\infty(F-F_d)\,dx
=\frac{2\varepsilon V_t}{qN}\int_{y_0}^\infty(\coth y-1)\,dy\nonumber\\
&=a\Big[\ln\sinh y-y\Big]_{y_0}^{\infty}
=-a\ln\left(1-e^{-2y_0}\right).
\end{align}
The last step uses $\ln\sinh y-y=\ln[(1-e^{-2y})/2]$. From the definition of $\coth$, $e^{-2y_0}=(\coth y_0-1)/(\coth y_0+1)=r/(r+2)$, and therefore
\begin{equation}
\bar x=a\ln\left(1+\frac{N}{2N_d}\right).
\label{eq:depmean}
\end{equation}

At the half-depth $F-F_d$ has half its surface value, so $\coth y=1+r/2$ and $e^{2y}=(4+r)/r$. At the surface $e^{2y_0}=(2+r)/r$. Since $x=(V_t/F_d)(2y-2y_0)$ and $V_t/F_d=aN/(2N_d)$,
\begin{equation}
x_{1/2}=\frac{aN}{2N_d}\ln\left(1+\frac{2N_d}{2N_d+N}\right).
\label{eq:depmed}
\end{equation}

For $N\ll N_d$ these become $\bar x\to V_t/F_d$ and $x_{1/2}\to(V_t/F_d)\ln2$, the exponential layer of the first section. For $N_d\to0$ at fixed $N$, the half-depth tends to $a$ and the mean grows as $a\ln(N/2N_d)$. Any depletion charge, however small, makes the mean finite, but its value then depends on that charge.

\section{An undoped silicon film}

Take a film 100~nm thick at 300~K with $N=2\times10^{11}$~cm$^{-2}$, near the onset of inversion, and a rough relative permittivity of 11.7. The surface field is $F_0=qN/\varepsilon=0.0309$~MV/cm, or 3.09~mV/nm. With $V_t=25.85$~mV,
\begin{equation}
a=\frac{2\times25.85\ \text{mV}}{3.09\ \text{mV/nm}}=16.7\ \text{nm}.
\end{equation}

In a half-space of this material the surface density would be $N/a=1.20\times10^{17}$~cm$^{-3}$. Numerical integration of \eqref{eq:pb} from the surface, started with this density, gives fractions 0.5000, 0.9000 and 0.9900 within $a$, $9a$ and $99a$, in agreement with \eqref{eq:frac}. The last of these depths is already 1.65~$\mu$m. The moment $M(X)$ is 18.2, 52.2, 90.2 and 128.7~nm for cutoffs of 0.1, 1, 10 and 100~$\mu$m. The last decade adds 38.4~nm, close to $a\ln10=38.5$~nm.

In the film, $L/a=5.98$ and \eqref{eq:u} gives $u=1.349$, so $\tan u=5.982/1.349=4.43$ and $\ln\sec u=1.514$. Then
\begin{align}
\bar x&=16.72\times1.514=25.3\ \text{nm},\\
x_{1/2}&=100\left(1-\frac{\arctan2.217}{1.349}\right)=15.0\ \text{nm}.
\end{align}
The potential rises by 78.3~mV across the film, and the density falls from $1.26\times10^{17}$ to $6.1\times10^{15}$~cm$^{-3}$. The thick-film formula \eqref{eq:thick} would give 22.4~nm for the mean, 12\% below \eqref{eq:filmmean}; a film of six half-depths is not yet thick in that sense. The mean also exceeds $M(100\ \text{nm})=18.2$~nm, which leaves out the electrons that a half-space holds beyond 100~nm.

With $N$ fixed and no residual doping at all, films of 1 and 10~$\mu$m have means of 61.1 and 99.4~nm, while both half-depths are 16.7~nm. As a test of the logarithm, the film equations were solved numerically, with the surface density adjusted until the field vanished at the back. Between $L=300a$ and $3000a$ the mean grew by 16.69~nm per unit of $\ln L$, within 0.2\% of $a$.

Depletion charge in a half-space acts as follows, again at fixed $N$:
\begin{center}
\begin{tabular}{ccc}
$N_d$ (cm$^{-2}$) & $\bar x$ (nm) & $x_{1/2}$ (nm)\\
$10^{9}$ & 77.1 & 16.5\\
$10^{10}$ & 40.1 & 14.5\\
$10^{11}$ & 11.6 & 6.8\\
$10^{12}$ & 1.6 & 1.1
\end{tabular}
\end{center}
Between the first two rows the mean falls by almost half and the half-depth by 12\%. Numerical integration with the far field included confirms both formulas for all four rows.

\section{Where real silicon departs from the model}

The example resembles an undoped silicon-on-insulator film whose back interface carries little field. That field has to be small indeed. At fixed $N$, a back field of 5\% of $qN/\varepsilon$ that pulls the electrons towards the front surface lowers the classical mean from 25.3 to 23.3~nm and the half-depth from 15.0 to 13.5~nm. Another assumption that matters is that electrons are classical points. A wave function must vanish at a hard wall, so the density cannot peak there. A self-consistent Schr\"odinger--Poisson calculation for the same film and the same $N$, with hard walls, Boltzmann occupation and silicon's two groups of valleys at a (100) surface (rough masses across the film 0.92 and 0.19 of the free-electron mass), moves the half-depth from 15.0 to 16.8~nm, or 13\% of the classical value, and the mean from 25.3 to 26.7~nm. That the quantum half-depth of the film nearly equals $a$ is a coincidence of these numbers. When the masses for motion across the film are made four times heavier, the shift falls from 1.88 to about 0.95~nm (the last digit depends on the mesh). This halving matches that of the thermal wavelength $h/\sqrt{2\pi mkT}$, and it confirms that the shift comes from confinement. The calculation itself omits exchange, correlation, image forces and penetration into the oxide.

This sets a limit on the law $a\propto1/N$. At 300~K the thermal wavelengths for the two masses are 4.5 and 9.9~nm. At $N=10^{12}$~cm$^{-2}$ the formula gives $a=3.3$~nm, below both, and at $10^{13}$~cm$^{-2}$ it gives 0.33~nm. In strong inversion these are no longer estimates of where the electrons are. The same holds for the last row of the table, although $N_d$ near $10^{12}$~cm$^{-2}$ is a fair rough value for a bulk channel doped to about $10^{17}$~cm$^{-3}$. In the third row the classical half-depth of 6.8~nm also lies below the longer wavelength, and confinement adds about 2~nm to it.

For the 100~nm film the other corrections are smaller or easily included. Fermi statistics raise the pressure at a density of $1.20\times10^{17}$~cm$^{-3}$ by 0.08\% over $nkT$. Residual acceptors at a rough $10^{14}$~cm$^{-3}$ amount to $10^9$~cm$^{-2}$ in this film, 0.5\% of $N$. In thicker films they cannot be ignored: at the same doping the classical mean falls from 61 to 45~nm in the 1~$\mu$m film and from 99 to about 27~nm in the 10~$\mu$m film. The last value includes holes: that film is depleted only over its first few micrometres, and holes neutralize the acceptors beyond. At 358~K, with $N$ and $\varepsilon$ fixed, $a$ rises in proportion to $T$, to 19.9~nm.

An ideally pure half-space would not realize this logarithmic divergence either. At a depth of about 58~$\mu$m the tail in \eqref{eq:n} falls to the intrinsic density, roughly $10^{10}$~cm$^{-3}$, and holes can no longer be ignored. The moment of the hole-free tail collected down to that depth is about 120~nm, seven times $a$; with holes included it is about 125~nm. Farther in, the electron density levels off at the intrinsic value instead of falling to zero, so a finite mean depth exists only for the electrons in excess of that value. A mean depth quoted for a weakly doped classical layer therefore has to state what limits the tail: the film's back, the depletion charge or, in a pure half-space, the subtraction of the intrinsic density. The half-depth depends only weakly on this if the tail ends far beyond $a$: a depletion field with $V_t/F_d=10a$ lowers it by 13\%, one with $V_t/F_d=100a$ by 1.5\%.

\section*{Calculated quantities}
\begin{verbatim}
Temperature: 300 K; kT/q = 25.85 mV
Relative permittivity (rough): 11.7
Masses (rough): 0.92, 0.19 m_e
Sheet density N: 2.0e+11 cm^-2
Half-depth a: 16.72 nm
Half-space surface density: 1.196e+17 cm^-3
Surface field: 0.0309 MV/cm
Numerical fraction within 1a = 16.7 nm: 0.5000
Numerical fraction within 9a = 150.4 nm: 0.9000
Numerical fraction within 99a = 1654.8 nm: 0.9900
Half-space moment/N, cutoff 100 nm: 18.16 nm
Half-space moment/N, cutoff 1000 nm: 52.23 nm
Half-space moment/N, cutoff 10000 nm: 90.22 nm
Half-space moment/N, cutoff 100000 nm: 128.66 nm
Numerical growth of film mean per unit ln L: 16.69 nm
Film 100 nm: mean 25.31 nm, median 14.97 nm
Film 1000 nm: mean 61.12 nm, median 16.69 nm
Film 10000 nm: mean 99.36 nm, median 16.72 nm
Film 100 nm: L/a = 5.982, u = 1.3490 rad
Film surface density: 1.257e+17 cm^-3
Film back density: 6.084e+15 cm^-3
Film potential rise: 78.3 mV
Half-space, Nd = 1e+09 cm^-2: mean 77.14 nm, median 16.47 nm
Half-space, Nd = 1e+10 cm^-2: mean 40.08 nm, median 14.54 nm
Half-space, Nd = 1e+11 cm^-2: mean 11.59 nm, median 6.78 nm
Half-space, Nd = 1e+12 cm^-2: mean 1.59 nm, median 1.08 nm
Quantum film: mean 26.70 nm, median 16.84 nm
Quantum shift of median: 1.88 nm
Same shift, confinement masses x4: 0.94 nm
Thermal wavelengths, heavy/light: 4.49 / 9.87 nm
Effective band density: 2.74e+19 cm^-3
Degeneracy pressure excess at surface: 0.077 %
Residual acceptors (rough): 1e+14 cm^-3
Their sheet density in film: 1.0e+09 cm^-2, 0.50 % of N
Intrinsic density (rough): 1e+10 cm^-3
Depth where ideal tail meets it: 57.8 um
Moment/N up to that depth: 119.5 nm
Half-depth a at 358 K: 19.95 nm
Half-depth a at N = 1e+11 cm^-2: 33.431 nm
Half-depth a at N = 1e+12 cm^-2: 3.343 nm
Half-depth a at N = 1e+13 cm^-2: 0.334 nm
\end{verbatim}
